# Fast Spherical Harmonic Transforms by Separation and Equatorial Parity: a numerical check

```python
# Result under test: a function band-limited to degree L on the sphere,
#   f = sum a_lm Y_lm,  Y_lm = p_lm(cos theta) exp(i m phi),
# is analysed exactly on L+1 Gauss-Legendre rings of 2L+1 points by FFTs
# followed by Legendre sums, and equatorial parity
#   p_lm(-x) = (-1)^(l+m) p_lm(x)
# halves the Legendre work from N^3 to about N^3/2, with N = L+1.
# Symbols: lmax = L, x = cos(theta), w = Gauss weights, a[l, m] = coefficients
# (negative m uses Python's negative column index), kappa = plane-wave number.
import math
import time
from types import SimpleNamespace
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss
from scipy.special import spherical_jn

rng = np.random.default_rng(12345)
work = [0]   # real-times-complex multiply-adds actually done in Legendre sums


def coupling(l, m):
    return math.sqrt((l * l - m * m) / (4.0 * l * l - 1.0))


def legendre_tables(lmax, x, phase=-1):
    """List over m >= 0 of arrays p_lm(x), rows l = m..lmax."""
    sine = np.sqrt((1 - x) * (1 + x))
    seed = np.full(x.size, 1 / math.sqrt(4 * math.pi))
    tables = []
    for m in range(lmax + 1):
        if m > 0:
            seed = phase * math.sqrt((2 * m + 1) / (2 * m)) * sine * seed
        t = np.zeros((lmax + 1 - m, x.size))
        t[0] = seed
        for l in range(m + 1, lmax + 1):
            value = x * t[l - m - 1]
            if l > m + 1:
                value = value - coupling(l - 1, m) * t[l - m - 2]
            t[l - m] = value / coupling(l, m)
        tables.append(t)
    return tables


def make_plan(lmax, n_theta=None, n_phi=None, phase=-1):
    n = n_theta or lmax + 1
    x, w = leggauss(n)
    x, w = x[::-1].copy(), w[::-1].copy()          # north pole first
    half = (n + 1) // 2
    tables = legendre_tables(lmax, x[:half], phase)
    even = [np.ascontiguousarray(t[0::2]) for t in tables]
    odd = [np.ascontiguousarray(t[1::2, :n // 2]) for t in tables]
    return SimpleNamespace(lmax=lmax, n=n, n_phi=n_phi or 2 * lmax + 1,
                           x=x, w=w, half=half, even=even, odd=odd)


def apply(table, g):
    """Real table times complex columns, counting multiply-adds."""
    if table.size == 0:
        return np.zeros((table.shape[0], g.shape[1]), complex)
    work[0] += table.size * g.shape[1]
    return (table @ np.ascontiguousarray(g).view(float)).view(complex)


def columns(m):
    if m == 0:
        return [0], np.array([1.0])
    return [m, -m], np.array([1.0, (-1.0) ** m])


def weighted_rings(f, p):
    return np.fft.fft(f, axis=1) * (2 * np.pi / p.n_phi) * p.w[:, None]


def analysis(f, p):
    rings = weighted_rings(f, p)
    a = np.zeros((p.lmax + 1, 2 * p.lmax + 1), complex)
    south_count = p.n // 2
    for m in range(p.lmax + 1):
        cols, sign = columns(m)
        g = rings[:, cols]
        mirror = g[::-1]
        plus = g[:p.half].copy()
        plus[:south_count] += mirror[:south_count]  # equator counted once
        minus = g[:south_count] - mirror[:south_count]
        a[m::2, cols] = apply(p.even[m], plus) * sign
        a[m + 1::2, cols] = apply(p.odd[m], minus) * sign
    return a


def analysis_unfolded(f, p, full_tables):
    rings = weighted_rings(f, p)
    a = np.zeros((p.lmax + 1, 2 * p.lmax + 1), complex)
    for m in range(p.lmax + 1):
        cols, sign = columns(m)
        a[m:, cols] = apply(full_tables[m], rings[:, cols]) * sign
    return a


def synthesis(a, p):
    rings = np.zeros((p.n, p.n_phi), complex)
    for m in range(p.lmax + 1):
        cols, sign = columns(m)
        c = a[m:, cols] * sign
        e = apply(p.even[m].T, c[0::2])
        o = np.zeros_like(e)
        o[:p.n // 2] = apply(p.odd[m].T, c[1::2])
        ring = np.zeros((p.n, len(cols)), complex)
        ring[p.n - p.half:] = (e - o)[::-1]
        ring[:p.half] = e + o
        for i, col in enumerate(cols):
            rings[:, col] += ring[:, i]
    return np.fft.ifft(rings, axis=1) * p.n_phi


def random_coefficients(lmax):
    a = np.zeros((lmax + 1, 2 * lmax + 1), complex)
    for l in range(lmax + 1):
        m = np.arange(-l, l + 1)
        a[l, m] = rng.normal(size=m.size) + 1j * rng.normal(size=m.size)
    return a


def p_rodrigues(l, m, x):
    """Normalized Legendre function straight from the Rodrigues formula."""
    poly = Polynomial([-1.0, 0.0, 1.0]) ** l
    if l + m > 0:
        poly = poly.deriv(l + m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - m) / math.factorial(l + m))
    scale = (-1.0) ** m * norm / (2.0 ** l * math.factorial(l))
    return scale * (1 - x * x) ** (m / 2) * poly(x)


def ylm_definition(l, m, x, phi):
    value = p_rodrigues(l, abs(m), x) * np.exp(1j * m * phi)
    return value * ((-1.0) ** m if m < 0 else 1.0)


# Negative orders and parity, from the Rodrigues formula
for l in range(5):
    for m in range(-l, l + 1):
        ref = p_rodrigues(l, m, 0.3)
        assert abs(p_rodrigues(l, -m, 0.3) - (-1) ** m * ref) < 1e-12
        assert abs(p_rodrigues(l, m, -0.3) - (-1) ** (l + m) * ref) < 1e-12

# Fast transforms against explicit sums, for even and odd numbers of rings
print("Explicit-sum comparison (dimensionless)")
for lmax in (7, 8):
    p = make_plan(lmax)
    phi = 2 * np.pi * np.arange(p.n_phi) / p.n_phi
    a = random_coefficients(lmax)
    basis = {(l, m): ylm_definition(l, m, p.x[:, None], phi[None, :])
             for l in range(lmax + 1) for m in range(-l, l + 1)}
    f = sum(a[l, m] * y for (l, m), y in basis.items())
    err_s = np.max(abs(synthesis(a, p) - f))
    err_a = np.max(abs(analysis(f, p) - a))
    # arbitrary grid data: fast analysis must equal the direct quadrature
    g = rng.normal(size=f.shape)
    fast = analysis(g, p)
    cell = p.w[:, None] * 2 * np.pi / p.n_phi
    err_q = max(abs(np.sum(cell * g * y.conj()) - fast[l, m])
                for (l, m), y in basis.items())
    assert max(err_s, err_a, err_q) < 1e-11
    print(f" L={lmax}: synthesis {err_s:.1e}, analysis {err_a:.1e}, "
          f"noise data {err_q:.1e}")

# Grids one point too small
lmax = 7
a = random_coefficients(lmax)
p = make_plan(lmax, n_theta=lmax)
b = analysis(synthesis(a, p), p)
assert np.max(abs(b[:lmax] - a[:lmax])) < 1e-12 and abs(b[lmax, 0]) < 1e-12
print(f"L=7, only 7 rings: |a_70| true {abs(a[7, 0]):.4f}, "
      f"recovered {abs(b[7, 0]):.1e}")
p = make_plan(lmax, n_phi=2 * lmax)
b = analysis(synthesis(a, p), p)
assert abs(b[7, 7] - (a[7, 7] + (-1) ** lmax * a[7, -7])) < 1e-12
print(f"L=7, only 14 angles: error of a_77 {abs(b[7, 7] - a[7, 7]):.4f}, "
      f"|a_7,-7| {abs(a[7, -7]):.4f}")

# Hand-sized case f = 1 + 2 cos(theta), L = 1
p = make_plan(1)
f = np.repeat((1 + 2 * p.x)[:, None], 3, axis=1)
r = weighted_rings(f, p)[:, 0].real
b = analysis(f, p)
assert abs(b[0, 0] - math.sqrt(4 * math.pi)) < 1e-13
assert abs(b[1, 0] - 2 * math.sqrt(4 * math.pi / 3)) < 1e-13
print(f"L=1 example: node x={p.x[0]:.6f}, weight={p.w[0]:.6f}")
print(f" f north {f[0, 0]:.6f}, south {f[1, 0]:.6f}")
print(f" F_0 north {r[0]:.6f}, south {r[1]:.6f}")
print(f" folded sum {r[0] + r[1]:.6f}, difference {r[0] - r[1]:.6f}")
print(f" p_00={p.even[0][0, 0]:.6f}, p_10={p.odd[0][0, 0]:.6f}")
print(f" a_00={b[0, 0].real:.6f}, a_10={b[1, 0].real:.6f}")

# Round trip of random coefficients
print("Round trip a -> f -> a: L, relative rms error, maximum error")
for lmax in (15, 31, 63, 127, 255):
    p = make_plan(lmax)
    a = random_coefficients(lmax)
    f = synthesis(a, p)
    d = analysis(f, p) - a
    rms = np.linalg.norm(d) / np.linalg.norm(a)
    assert rms < 1e-11 and np.max(abs(d)) < 1e-9
    print(f" {lmax:4d}  {rms:.2e}  {np.max(abs(d)):.2e}")

# Work and time with and without folding (p, f, a are the L = 255 case)
full = legendre_tables(lmax, p.x)


def best_time(function):
    times = []
    for _ in range(5):
        start = time.perf_counter()
        function()
        times.append(time.perf_counter() - start)
    return 1e3 * min(times)


work[0] = 0
folded = analysis(f, p)
work_folded = work[0]
work[0] = 0
unfolded = analysis_unfolded(f, p, full)
work_full = work[0]
N = lmax + 1
assert np.max(abs(folded - unfolded)) < 1e-9
assert work_full == N ** 3 and 2 * work_folded == N ** 3
small = make_plan(8)
work[0] = 0
analysis(np.ones((9, 17)), small)
assert 2 * work[0] == 9 * (9 ** 2 + 1)
print(f"Legendre multiply-adds, L=8 folded: {work[0]}")
print(f"L=255 multiply-adds: direct {N**3 * (2*N - 1)}, "
      f"separated {work_full}, folded {work_folded}")
t_full = best_time(lambda: analysis_unfolded(f, p, full))
t_fold = best_time(lambda: analysis(f, p))
print(f"L=255 analysis time incl. FFT, stored tables: "
      f"unfolded {t_full:.1f} ms, folded {t_fold:.1f} ms")

# Underflowed seeds: true size of every function value lost with them
tiny = np.finfo(float).tiny
lost_seeds, largest_lost = 0, mp.mpf(0)
for j in range(p.half):
    if abs(p.even[lmax][0, j]) >= tiny:
        continue
    xj = mp.mpf(float(p.x[j]))
    sj = mp.sqrt(1 - xj * xj)
    seed = 1 / mp.sqrt(4 * mp.pi)
    for m in range(lmax + 1):
        if m > 0:
            seed *= -mp.sqrt(mp.mpf(2 * m + 1) / (2 * m)) * sj
        if abs(p.even[m][0, j]) < tiny:
            lost_seeds += 1
            before, now = mp.mpf(0), seed
            largest_lost = max(largest_lost, abs(now))
            for l in range(m + 1, lmax + 1):
                new = (xj * now - coupling(l - 1, m) * before) / coupling(l, m)
                before, now = now, new
                largest_lost = max(largest_lost, abs(now))
assert lost_seeds > 0 and largest_lost < mp.mpf(10) ** (-100)
print(f"L=255 northern seeds below double range: {lost_seeds}, "
      f"largest lost |p_lm| {mp.nstr(largest_lost, 2)}")

# Arbitrary grid data are projected, not reproduced
p = make_plan(31)
cell = p.w[:, None] * 2 * np.pi / p.n_phi
noise = rng.normal(size=(p.n, p.n_phi)) / np.sqrt(cell)
once = synthesis(analysis(noise, p), p)
twice = synthesis(analysis(once, p), p)
kept = np.sum(cell * abs(once) ** 2) / np.sum(cell * noise ** 2)
expected = p.n ** 2 / (p.n * p.n_phi)
assert np.max(abs(twice - once)) < 1e-10 * np.max(abs(once))
assert abs(kept - expected) < 0.06
print(f"L=31 grid noise: squared norm kept {kept:.4f}, "
      f"coefficients/points {expected:.4f}")

# Plane wave: closed-form coefficients as an outside reference
kappa, theta_k, phi_k = 5.0, 1.0, 0.5


def plane_wave(p):
    phi = 2 * np.pi * np.arange(p.n_phi) / p.n_phi
    cosine = (np.sqrt(1 - p.x ** 2)[:, None] * math.sin(theta_k)
              * np.cos(phi - phi_k)[None, :] + p.x[:, None] * math.cos(theta_k))
    return np.exp(1j * kappa * cosine)


exact = {(l, m): 4 * np.pi * 1j ** l * spherical_jn(l, kappa)
         * np.conj(ylm_definition(l, m, math.cos(theta_k), phi_k))
         for l in range(9) for m in range(-l, l + 1)}


def coefficient_error(a):
    return max(abs(a[l, m] - value) for (l, m), value in exact.items())


fine = make_plan(40)
f_fine = plane_wave(fine)
cell = fine.w[:, None] * 2 * np.pi / fine.n_phi
print(f"Plane wave kappa={kappa}, direction theta={theta_k}, phi={phi_k} rad")
print(" L, max coefficient error (l<=8), L2 error of f, omitted L2 norm")
errors = []
for lmax in (8, 12, 16, 24):
    p = make_plan(lmax)
    a = analysis(plane_wave(p), p)
    padded = np.zeros((41, 81), complex)
    for l in range(lmax + 1):
        m = np.arange(-l, l + 1)
        padded[l, m] = a[l, m]
    residual = math.sqrt(np.sum(cell * abs(synthesis(padded, fine) - f_fine) ** 2))
    degrees = np.arange(lmax + 1, 61)
    tail = math.sqrt(np.sum(4 * np.pi * (2 * degrees + 1)
                            * spherical_jn(degrees, kappa) ** 2))
    errors.append(coefficient_error(a))
    if lmax <= 16:
        assert tail * (1 - 1e-5) < residual < 2 * tail
    print(f" {lmax:3d}  {errors[-1]:.2e}  {residual:.2e}  {tail:.2e}")
assert errors[0] > errors[1] > errors[2] and errors[3] < 1e-12
print(f" a_21 computed (L=24) {a[2, 1]:.8f}, closed form {exact[2, 1]:.8f}")

# A phase error shared by both directions is invisible to the round trip
wrong = make_plan(24, phase=+1)
c = random_coefficients(24)
trip = np.max(abs(analysis(synthesis(c, wrong), wrong) - c))
outside = coefficient_error(analysis(plane_wave(wrong), wrong))
assert trip < 1e-11 and outside > 0.1
print(f"Phase dropped, L=24: round-trip error {trip:.1e}, "
      f"plane-wave coefficient error {outside:.4f}")

print("tests ok")
```

Output:

```
Explicit-sum comparison (dimensionless)
 L=7: synthesis 1.6e-14, analysis 9.4e-15, noise data 2.0e-15
 L=8: synthesis 2.2e-14, analysis 7.6e-15, noise data 2.4e-15
L=7, only 7 rings: |a_70| true 0.2633, recovered 6.8e-16
L=7, only 14 angles: error of a_77 1.0325, |a_7,-7| 1.0325
L=1 example: node x=0.577350, weight=1.000000
 f north 2.154701, south -0.154701
 F_0 north 13.538383, south -0.972012
 folded sum 12.566371, difference 14.510395
 p_00=0.282095, p_10=0.282095
 a_00=3.544908, a_10=4.093307
Round trip a -> f -> a: L, relative rms error, maximum error
   15  2.56e-15  1.36e-14
   31  5.50e-15  5.24e-14
   63  5.61e-14  6.09e-13
  127  3.14e-13  5.73e-12
  255  3.43e-13  7.99e-12
Legendre multiply-adds, L=8 folded: 369
L=255 multiply-adds: direct 8573157376, separated 16777216, folded 8388608
L=255 analysis time incl. FFT, stored tables: unfolded 28.2 ms, folded 24.6 ms
L=255 northern seeds below double range: 252, largest lost |p_lm| 1.6e-259
L=31 grid noise: squared norm kept 0.4941, coefficients/points 0.5079
Plane wave kappa=5.0, direction theta=1.0, phi=0.5 rad
 L, max coefficient error (l<=8), L2 error of f, omitted L2 norm
   8  2.26e-03  2.62e-02  2.59e-02
  12  1.22e-09  6.95e-05  6.92e-05
  16  3.52e-15  5.19e-08  5.19e-08
  24  1.24e-14  3.40e-14  2.01e-15
 a_21 computed (L=24) 0.52187648-0.28510242j, closed form 0.52187648-0.28510242j
Phase dropped, L=24: round-trip error 5.9e-14, plane-wave coefficient error 1.8939
tests ok
```
